A time-squared current does not identify three-dimensional deposit growth

**Q:** I stepped the potential of an electrode in an indium plating bath. After the charging spike the current rose as the square of time. An island that spreads in three dimensions has a surface growing as t², so the deposit must be growing as three-dimensional islands. Is anything left to settle?

**A:** Yes: how many islands there were while you watched. Your argument follows one island, but the electrode reports the sum over all of them. If new islands keep appearing, their growing number also supplies a power of time.

**Q:** Then start with my case, and say what you assume.

**A:** The potential is constant, there is no induction time, and the rate is set by incorporation of atoms at the deposit surface, not by transport through the solution. This is interface control. Each growing surface element then advances along its normal at a constant speed v. I count deposition current as positive and give all currents per electrode area.

Let Ω be the volume per atom and z the number of electrons per deposited atom. In atomic units, where e = 1, the charge per deposit volume is

ρ = z/Ω.

For numbers in ordinary units, z becomes ze. If V is the deposit volume per electrode area, Faraday's law reads

i = ρ dV/dt.

Suppose N hemispheres per area are all born at t = 0. This is instantaneous nucleation. Each has radius r = vt and volume 2πr³/3, so before they meet

V = (2π/3) N v³t³,

i = 2πρN v³t².

That is your law.

**Q:** And flat islands have an edge proportional to the radius, so they give a current linear in time.

**A:** They do if they are all born together. Now let discs one atomic layer high nucleate steadily, at rate A per area. This is progressive nucleation. A disc has height h, its edge advances at v, and its top does not grow. One born at time u has radius v(t − u) at time t, and its volume changes at the rate

d/dt [πh v²(t − u)²] = 2πh v²(t − u).

That is linear in its age, as you say. But A du discs per area are born between u and u + du, and we must add them:

i = 2πρhA v² ∫₀ᵗ (t − u) du.

The integral is t²/2, because ages from zero to t are equally represented. Hence

i = πρhA v²t².

A newly born disc has zero radius in this model, so the changing upper limit of the sum adds no current. One power of time comes from the lengthening edges and the other from the growing number of discs.

**Q:** So the exponent counts two things at once.

**A:** Yes. Let d be 2 for discs and 3 for hemispheres. One island carries a current proportional to its age to the power d − 1. Suppose a fixed set of N₀ sites per area becomes active with rate constant k. The number activated between u and u + du is N₀k exp(−ku) du, so

i ∝ N₀k ∫₀ᵗ exp(−ku) (t − u)^(d−1) du.

For kt ≪ 1 the exponential is nearly one, and the integral gives

i ∝ N₀k tᵈ/d.

For kt ≫ 1 nearly all births lie close to u = 0 compared with t, so (t − u) may be replaced by t:

i ∝ N₀ t^(d−1).

Direct integration at kt = 0.01 gives local exponents of 1.997 for discs and 2.997 for hemispheres. At kt = 200 they are 1.005 and 2.01. A measured slope of 2 can therefore be the progressive limit of discs or the instantaneous limit of hemispheres. Slopes between the integers occur while the sites are being used up.

**Q:** The prefactors are different, though. Could I fit the early curve and see which one is right?

**A:** Not without independent knowledge of the constants. Allow the discs their own edge speed v_d and equate the two currents:

πρhA v_d² = 2πρN v³.

Cancelling πρ gives

A v_d² = 2N v³/h.

For any hemisphere density and speed there is a disc nucleation rate that reproduces the same parabola. The fit returns one number, and each model has at least two unknowns behind it.

Take chosen values: N = 10⁸ cm⁻², which is 10⁻⁶ nm⁻², and v = v_d = 5 nm/s. With a rough indium layer height h = 0.25 nm,

A = 2 × 10⁻⁶ × 5/0.25 = 4 × 10⁻⁵ nm⁻² s⁻¹,

or 4 × 10⁹ cm⁻² s⁻¹. A flat deposit surface advancing at v would carry ρv = 9.187 mA/cm². At 3 s the hemisphere law gives

i = 9187 × 2π × 10⁻⁶ × (5 × 3)² ≈ 13.0 µA/cm².

The disc law gives the same value by the choice of A. As a test of the two laws themselves, I differentiated the summed volumes of separate islands numerically, with discs born at regular intervals. Both sums gave 12.99 µA/cm².

**Q:** Surely the curves separate when the islands meet.

**A:** They do, and that is where information enters. Take a single layer of discs first. A point is still bare at time t if no nucleation event has sent an edge over it. An event at time u does so if it lies within distance v(t − u), an area πv²(t − u)². The expected number of such events is

X = ∫₀ᵗ A πv²(t − u)² du = πA v²t³/3.

For random, independent events the probability of none is exp(−X), so the covered fraction is

S = 1 − exp(−X).

**Q:** You have counted nuclei on ground that is already covered. They cannot start a disc in the first layer.

**A:** True, but counting them does no harm. Such a fictitious disc starts inside a real one and spreads at the same speed, so it never gets outside it and never changes the covered area. I tested this in a simulation that rejects nuclei on covered ground. At X = 0.25, 1.02 and 2, the largest difference between simulated and predicted S was 0.0094.

The layer holds charge ρh per area when complete. Therefore

i = ρh dS/dt = ρh (dX/dt) exp(−X) = πρhA v²t² exp(−X).

The logarithmic slope is

d ln i/d ln t = 2 − 3X,

since X is proportional to t³. The current peaks where this vanishes, at X = 2/3:

t_m³ = 2/(πA v²).

At the peak the fraction deposited is 1 − exp(−2/3) = 0.487. Putting πA v²t_m³ = 2 into the current gives

i_m t_m/(ρh) = 2 exp(−2/3) = 1.027.

In the example a monolayer holds ρh = 459 µC/cm², and

t_m = [2/(π × 4 × 10⁻⁵ × 25)]^(1/3) = 8.60 s,

i_m = 1.027 × 459/8.60 ≈ 55 µA/cm².

At that same moment the hemispheres carry 106 µA/cm² and are still close to their parabola. At 3 s, by contrast, overlap has lowered the disc current by less than 3%, from 12.99 to 12.63 µA/cm².

**Q:** What do the hemispheres do later?

**A:** Consider a level y above the electrode. At that level a hemisphere of radius vt has a circular section of area π(v²t² − y²). A point there is inside the deposit if at least one nucleus lies within that area below it. For randomly placed nuclei the probability is

P(y) = 1 − exp[−πN(v²t² − y²)].

The mean thickness is the integral of P from y = 0 to vt. When we differentiate it, the moving upper limit contributes nothing, because P(vt) = 0. What remains is

dV/dt = 2πN v²t exp(−πN v²t²) ∫₀^(vt) exp(πN y²) dy.

Set x = vt√(πN) and s = y√(πN). Then dy = ds/√(πN), and the prefactor 2πN v²t/√(πN) equals 2vx. With the Dawson function

D(x) = exp(−x²) ∫₀ˣ exp(s²) ds,

the current becomes

i = ρv · 2x D(x).

For small x, the exponential in front is 1 − x² and the integral is x + x³/3, to the order needed. Their product is D ≈ x − 2x³/3, so

i ≈ 2ρv x²(1 − 2x²/3).

The first term is 2πρN v³t², as it must be. For large x the integral is dominated by s close to x. Writing s = x − w gives s² − x² ≈ −2xw, and the integral over w is 1/(2x). Then 2xD → 1 and i → ρv.

Between these limits there is a maximum of 1.285ρv at x = 1.502, which is 170 s in the example. The reason for the overshoot is geometrical: i/(ρv) is the growing surface area per electrode area, and this exceeds one while the merged surface is still strongly scalloped. I compared the formula with the upper envelope of hemispheres on randomly placed nuclei at x = 0.4, 1.5 and 3. The growth rates agreed within 0.5%.

**Q:** Then I have my criterion. Hemispheres end on a plateau, and discs return to zero.

**A:** A single layer of discs returns to zero. If further layers can nucleate on the first, the current does not.

Suppose A and v are the same on the deposit as on the electrode. Early on, the first layer covers a fraction πA v²u³/3 at time u. Second-layer discs nucleate there at rate A. Each spreads no faster than the disc beneath it, so it never overruns the supporting edge. To leading order the second layer covers

S₂ = ∫₀ᵗ A (πA v²u³/3) πv²(t − u)² du.

Taking the constants outside leaves ∫₀ᵗ u³(t − u)² du. Expanding the square gives t⁶(1/4 − 2/5 + 1/6) = t⁶/60. Thus

S₂ = π²A²v⁴t⁶/180 = X²/20.

There is a check on the factor. The chance of two events in the region that can affect our point is X²/2 at small X, so one pair in ten must be stacked. Among 400,000 random pairs the fraction was 0.100.

At later times I followed the stacking numerically. Between the intervals of roughly 20–30 s and 30–39 s, the mean deposition rate changed by 3%. The current in the later interval was about 63 µA/cm². This is levelling, not a return to zero, so a plateau by itself does not identify hemispheres.

**Q:** The hemisphere plateau is 9.2 mA/cm², far higher. Doesn't its height decide the matter?

**A:** It can, once you tie it to the early curve. Write the measured early law as i = at². In the disc model a = πρhA v_d², so

X = at³/(3ρh).

The separate values of A and v_d have disappeared. The early coefficient and the monolayer charge fix the whole disc transient, including later layers if they obey the same constants. For a single layer, moreover, the charge passed is Q = ρhS. Since exp(−X) = 1 − S, the transient can be written

i = at²(1 − Q/ρh).

This suggests an earlier test than the plateau: continue the fitted parabola until one monolayer charge has passed, and compare it with the current. A single disc layer approaches that charge only as its current dies away.

In the example the hemispheres reach it at 9.9 s, with 99.5% of the parabola left. Multilayer discs reach it at about 12.3 s, with about 25% left. The two models are compared at equal charge, not equal time.

**Q:** Why do the hemispheres care so little about a monolayer charge?

**A:** Because that charge is concentrated in a few islands with wide gaps between them. At small x, integrating the current gives a mean thickness

V ≈ (2/3)x³/√(πN).

Setting V = h gives x³ = (3/2)h√(πN). The fractional loss from the parabola is 2x²/3, hence

loss ≈ (2/3)[(3/2)h√(πN)]^(2/3).

For N = 10⁻⁶ nm⁻² this is 0.005. The loss grows as N^(1/3), so a dense population is harder to recognise. At 10¹² cm⁻² the full formula leaves 89% of the parabola at one monolayer charge. That still differs from the disc value, but it holds for point nuclei without curvature effects. At this density the radius at one monolayer charge is only 2.3 nm, against the critical radius of 0.65 nm estimated below. Nuclei starting at twice that radius already hold 18% of a monolayer. At the speed that matches the example's parabola, the local exponent at 3 s is then about 0.5 to 0.6, so there is no parabola to extrapolate.

**Q:** If my current stays on the parabola beyond a monolayer charge, have I proved hemispheres?

**A:** You have evidence against the disc model with equal constants in every layer, and that condition matters. If discs nucleate R times faster on the deposit than on the electrode, S₂ becomes RX²/20, and to first order in X the current is at²[1 − X(1 − R/10)]. At R = 10 the first loss cancels. At one monolayer charge the stacked discs keep about 0.5 of the parabola for R = 3, 0.8 for R = 10 and 1.3 for R = 30. Nor have you established the shape. Any islands that keep their proportions while every length grows as t have volumes proportional to t³. Born together, they give t² before overlap, whether they are hemispheres or cones.

There is also a way for layers to imitate this result. Suppose the first discs are all born together, and further discs nucleate on top of them at a steady rate per area. Each stack widens at speed v, and once it has many layers its height also grows in proportion to time. It then nearly keeps its proportions, so before overlap the current again approaches t²; at four to nine layers the exponent is about 2.1. That is growth in height, built from layers. An image of the deposit, taken while the islands are still separate, addresses the shape directly.

**Q:** What if transport in the solution matters after all?

**A:** For hemispheres the exponents change. Around an isolated hemisphere, steady diffusion can supply a flux of order D_s c/r, where D_s is the ion diffusion coefficient and c the bulk concentration. Interface control needs the demand v/Ω to be much smaller, so

v r/Ω ≪ D_s c.

In the opposite limit dr/dt is proportional to 1/r, which gives r ∝ t^(1/2). The island current, proportional to r² dr/dt, then grows as t^(1/2). With steady nucleation, summing over ages gives t^(3/2). Neither is your parabola, but a slope read from a short or disturbed interval may not settle the regime.

Discs are different. Steady diffusion supplies an isolated flat disc with 4D_s c r ions per unit time. If atoms deposited on its top reach the edge, then 2πh r dr/dt = 4ΩD_s c r, so the edge still advances at constant speed and progressive discs still give t². If only the edge takes up ions, the exponent is about 1.6 to 1.8 for radii of 15 to 500 nm, depending on the assumed edge width and starting radius. An early parabola therefore does not prove interface control. This holds only while the diffusion field of each disc is steady, r dr/dt ≪ D_s, and does not overlap its neighbours'. In a bath dilute enough to limit the edge to 5 nm/s, about 2.5 × 10⁻⁷ mol/L, the example's nucleation rate depletes the solution and the current is already falling at 3 s. At 0.5 mol/L with D_s = 5 × 10⁻⁶ cm²/s, the formula gives an edge speed of about 10⁷ nm/s. It is no longer steady above a radius of about 50 nm, but it shows that supply far exceeds the 5 nm/s of the example.

**Q:** How close is the example to a real indium bath?

**A:** It is an illustration, not a model of a particular bath. The material and bath values are rough, the kinetic constants are chosen, and I am not claiming that indium grows as monolayer discs. Several assumptions need attention.

Among the corrections to the early growth law that I estimated, curvature and the finite starting size of an island are the largest. Adding an atom to a hemisphere increases its surface energy by 2γΩ/r, where γ is the surface energy per area. The driving voltage is lowered by

Δη = 2γΩ/(ze r).

With γ ≈ 0.6 J/m² and Ω = 0.0262 nm³, this equals a 0.10 V overpotential at r = 0.65 nm. For a disc I took the edge energy per length as γh. The added energy per atom is then γΩ/r, and the critical radius is half as large, 0.33 nm. Such a disc holds about three atoms, so the continuum estimate is crude. It also assumes that covering the electrode costs no energy per area. The hemisphere formula counts only the curved surface, which corresponds to a 90° contact angle. On such an electrode a monolayer would cost a further γΩ/h per atom, or 0.13 V, more than the overpotential, and the discs would not grow. At half that cost their critical radius is 0.94 nm. The two shapes therefore presuppose electrodes that the deposit wets differently.

I then integrated the growth at 298 K from twice these radii. The net rate was the difference between a deposition and a dissolution exponential, with coefficients 0.5 and 2.5 in units of e/(k_B T), and I subtracted Δη from the overpotential in both. At 3 s, without overlap, the hemisphere current is 0.65 of its ideal value and its local exponent is 2.24. For discs the figures are 0.80 and 2.14. That placement of Δη is a choice, because thermodynamics fixes only the ratio of the two rates. If curvature acts wholly on the dissolution term, the speed soon equals its flat value and only the starting size matters: the figures become 1.18 and 1.84 for hemispheres, and 1.09 and 1.92 for discs. Even the sign of the correction is therefore uncertain. Neither mechanism need show a slope of exactly 2. The difference of 0.1 rests on a rough surface energy, an assumed starting size and the placement of Δη, so I would not use it to choose between them.

**Q:** Does that spoil the charge test?

**A:** It disturbs the parabola you extrapolate. With Δη in both exponentials, a coefficient fitted at 3 s is too low, and separate islands climb above the fitted law as curvature fades. With Δη in the dissolution term alone, the coefficient is too high and they fall below it. An estimate that gives every island the curved growth law, and ignores how merging alters curvature, leaves hemispheres at about 1.3 or 0.9 of the fitted law at one monolayer charge, against about a quarter for discs in both cases. The contrast survives, but a loss of about 10% does not exclude hemispheres, and a real analysis should include these shifts.

Oxygen is a larger threat to the raw data. Air-saturated solution with a 50 µm diffusion layer gives a rough reduction current of 390 µA/cm², thirty times the deposition current at 3 s. Keeping it below 1% of that current would require oxygen at about 0.03% of air saturation. Otherwise the background must be measured as a function of time and subtracted. If oxygen reduction starts at the step, it needs about a second to become steady with this diffusion layer, and in an unstirred bath it keeps falling as t^(−1/2). Hydrogen evolution, and partial reduction to In⁺ ions that diffuse away, would also add charge that is not deposit; I have estimated neither.

**Q:** And the remaining electrical and transport effects?

**A:** For a double-layer capacitance of 20 µF/cm², the charging contribution is 2 µC/cm², against 459 for a monolayer. The reverse reaction on a flat surface is about 10⁻⁵ of the forward one. Both are small here.

At the hemisphere maximum, with 0.5 mol/L of indium ions and the same diffusion layer, the ion concentration at the surface is about 8% below the bulk value. A series resistance of 1 Ω cm² takes 12 mV from the 100 mV overpotential. With the coefficient 0.5 used above, that drop would lower the deposition rate by about a fifth if it were not compensated. These effects bear on the late maximum and plateau. Near one monolayer charge the current is roughly a hundred times smaller, and so are they.

Crystal facets, surface diffusion and alloying with the substrate are also left out. Facets that keep their proportions change the prefactor, as we saw for general shapes. Alloying can consume deposited metal and blur the meaning of a monolayer charge. That charge also depends on the crystal plane, from about 420 to 500 µC/cm² for the low-index planes of indium.

**Q:** So what may I write beside my t² plot?

**A:** "Consistent with instantaneous three-dimensional islands or progressive monolayer discs, under interface control." Interface control is an assumption there, to be supported by the bath concentration rather than by the slope. Then add the background-corrected charge at which the current leaves the parabola. If it leaves well before one monolayer, discs remain a candidate. If it passes that charge with little loss, the equal-rate disc model is in trouble, but discs that nucleate ten or more times faster on the deposit than on the electrode are not excluded. The numerical output lists the values for both cases.

Calculated quantities

```
Indium molar mass, rough: 115 g/mol
Indium density, rough: 7.3 g/cm3
Electrons per atom: 3
Atomic volume: 0.02616 nm3
Layer height, rough: 0.25 nm
Growth speed, both models: 5 nm/s
Hemisphere density: 1e+08 cm^-2
Matched disc nucleation rate: 4e+09 cm^-2 s^-1
Monolayer charge: 459.4 uC/cm2
Early time: 3 s
Early hemisphere current, t^2 law: 12.99 uA/cm2
Early disc current, t^2 law: 12.99 uA/cm2
Hemisphere current from volumes: 12.99 uA/cm2
Disc current from volumes: 12.99 uA/cm2
Early hemisphere current with overlap: 12.98 uA/cm2
Early disc current with overlap: 12.63 uA/cm2
Exponent, 2D progressive: 1.997
Exponent, 2D instantaneous: 1.005
Exponent, 3D progressive: 2.997
Exponent, 3D instantaneous: 2.01
Largest disc coverage error: 0.0094
Largest relative hemisphere rate error: 0.0043
Single-layer disc peak time: 8.603 s
Single-layer disc peak current: 54.83 uA/cm2
Hemisphere current at disc peak time: 106.4 uA/cm2
Disc charge at peak / monolayer: 0.4866
Disc peak current*time / monolayer charge: 1.027
Hemisphere peak time: 169.5 s
Hemisphere peak x: 1.502
Hemisphere peak / plateau current: 1.285
Hemisphere plateau current: 9.187 mA/cm2
Stacked-pair probability: 0.1
Multilayer disc plateau estimate: 62.6 uA/cm2
Multilayer late rate ratio: 1.03
Hemisphere time at one monolayer charge: 9.857 s
Multilayer disc time at that charge: 12.3 s
Hemisphere current / t^2 law at that charge: 0.9949
Multilayer disc current / t^2 law there: 0.25
Dense hemisphere density: 1e+12 cm^-2
Dense hemisphere current / t^2 law there: 0.893
Surface energy, rough: 0.6 J/m2
Overpotential, chosen: 0.1 V
Temperature; transfer coefficient 0.5: 298 K
Critical radius, hemisphere; disc: 0.65; 0.33 nm
Curved exponent, hemisphere; disc: 2.24; 2.14
Curved/ideal current, hemi; disc: 0.65; 0.80
In(III) concentration, rough: 0.5 mol/L
In(III) diffusion coefficient, rough: 5.0e-06 cm2/s
Diffusion layer, rough: 50 um
Depletion fraction at hemisphere peak: 0.082
Reverse/forward reaction rate: 8.4e-06
Double-layer charge, 20 uF/cm2: 2 uC/cm2
Peak ohmic drop, 1 ohm cm2: 12 mV
Air-saturated oxygen current, rough: 3.9e+02 uA/cm2
Oxygen fraction for 1% early error: 0.00034
```
